# Why diffusion photocurrent falls as the inverse square root of modulation frequency

**Q.** I shine sinusoidally modulated near-infrared light on a silicon photodiode. The light is absorbed weakly, so most electrons are made deep in the undepleted p-type wafer and must diffuse to the junction. Above a certain frequency my photocurrent drops, but more slowly than for a simple low-pass filter. What should I calculate?

**A.** Take one dimension, with the edge of the depletion layer at \(x=0\) and neutral material at \(x>0\). Let \(n(x,t)\) be the excess electron density, \(D\) the diffusivity, \(\tau\) the lifetime, \(\alpha\) the absorption coefficient and \(\Phi(t)\) the photon flux entering the neutral region. If each absorbed photon makes one electron,

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau}+\alpha\Phi(t)e^{-\alpha x}.
\]

This assumes that the excess density is far below the doping, so that \(\tau\) is constant, and that no appreciable field acts in the neutral region. The junction sweeps away every electron that reaches it, so \(n(0,t)=0\). For now the region is so thick that its far side does not matter.

The equation is linear, so the modulated part can be treated alone. Write it as the real part of an amplitude times \(e^{i\omega t}\). The time derivative becomes \(i\omega\), and

\[
D n_1''=\left(\frac1\tau+i\omega\right)n_1-\alpha\Phi_1e^{-\alpha x}.
\]

Dividing the bracket by \(D\) defines a complex inverse length \(k\):

\[
k^2=\frac{1+i\omega\tau}{D\tau},\qquad L_\omega=\frac1k=\frac{L}{\sqrt{1+i\omega\tau}},\qquad L=\sqrt{D\tau},
\]

with the root chosen so that \(\mathrm{Re}\,k>0\). At zero frequency \(L_\omega\) is the ordinary diffusion length \(L\).

**Q.** Before we add up the whole wafer, what does one thin layer contribute?

**A.** Let a layer at depth \(x_0\) generate electrons with amplitude \(S\) per unit area and time. Elsewhere \(n_1''=k^2n_1\). The solution that vanishes at the junction is \(A\sinh kx\) for \(x<x_0\), and the one that decays into the wafer is \(Be^{-kx}\) for \(x>x_0\). The density is continuous at the layer, and the diffusion currents leaving on its two sides add up to \(S\):

\[
A\sinh kx_0=Be^{-kx_0},\qquad Dk\left(A\cosh kx_0+Be^{-kx_0}\right)=S.
\]

Put the first condition into the second and use \(\cosh z+\sinh z=e^{z}\). Then \(DkA\,e^{kx_0}=S\). The particle flux into the junction is \(Dn_1'(0)=DkA\), so

\[
\frac{Dn_1'(0)}{S}=e^{-kx_0}=e^{-x_0/L_\omega}.
\]

This is the fraction of the layer's modulation that the junction receives, with its phase.

**Q.** And the whole wafer?

**A.** Each slice \(dx\) generates \(\alpha\Phi_1e^{-\alpha x}dx\). Multiply by the delivered fraction and by the elementary charge \(q\), counting collected photocurrent as positive:

\[
J_1=q\Phi_1\alpha\int_0^\infty e^{-(\alpha+k)x}dx=\frac{q\Phi_1\alpha}{\alpha+k}=q\Phi_1\frac{\alpha L_\omega}{1+\alpha L_\omega}.
\]

Weak absorption means \(\alpha L\ll1\). Since \(|L_\omega|\le L\), the denominator is then close to one at every frequency, and

\[
J_1\simeq q\Phi_1\alpha L_\omega .
\]

The modulus of \(1+i\omega\tau\) is \((1+\omega^2\tau^2)^{1/2}\), and taking its square root halves the exponent once more. Its phase is \(\arctan\omega\tau\), which is also halved. Hence

\[
|J_1|\simeq\frac{q\Phi_1\alpha L}{(1+\omega^2\tau^2)^{1/4}},\qquad \arg J_1\simeq-\tfrac12\arctan\omega\tau .
\]

For \(\omega\tau\ll1\) the amplitude is flat. For \(\omega\tau\gg1\) the denominator becomes \(\sqrt{\omega\tau}\), and

\[
|J_1|\to q\Phi_1\alpha\frac{\sqrt{D\tau}}{\sqrt{\omega\tau}}=q\Phi_1\alpha\sqrt{\frac D\omega},
\]

with a lag approaching 45°.

**Q.** That is the algebra. What is the physical reason for the square root?

**A.** Under weak absorption, electrons are made at nearly the same rate at all the depths that matter. The current therefore measures a depth: the thickness of material that can still deliver its modulation.

Diffusion over a distance \(x\) takes a time of order \(x^2/D\). Most electrons from a shallow layer arrive within a small part of a modulation period, and their current follows the light. Electrons from a deep layer arrive spread over many periods. Those made at a bright moment mix with those made at dark moments, and the layer delivers a nearly steady current. The dividing depth follows from \(x^2/D\sim1/\omega\), or \(x\sim\sqrt{D/\omega}\). Four times the frequency halves this depth, and with uniform generation it halves the number of electrons that contribute.

Below \(1/\tau\) something else sets the depth. An electron lives for about \(\tau\), so those collected come from within about \(L\) and arrive within about a lifetime. Slower modulation cannot bring in deeper electrons, because these recombine first. That gives the flat part.

Well above \(1/\tau\) the lifetime drops out of the amplitude. At fixed \(\alpha\), \(D\) and \(\Phi_1\), a longer lifetime raises the low-frequency current and moves the corner down, but leaves the high-frequency asymptote where it was.

**Q.** Do layers at different depths also cancel one another, since they arrive with different phases?

**A.** They do, but that is not the source of the power law. Compare the sum of the layer responses with the sum of their magnitudes:

\[
\frac{\left|\int_0^\infty e^{-kx}dx\right|}{\int_0^\infty|e^{-kx}|dx}=\frac{1/|k|}{1/\mathrm{Re}\,k}=\frac{\mathrm{Re}\,k}{|k|}=\cos\left(\tfrac12\arctan\omega\tau\right).
\]

The last step holds because the phase of \(k\) is half that of \(1+i\omega\tau\). The ratio is 0.92 at \(\omega\tau=1\), 0.74 at 10 and 0.71 at 100, and it tends to \(1/\sqrt2\). Cancellation between layers thus costs a bounded factor. The continuing fall comes from the spread of arrival times within each layer.

A single layer falls faster than any power. For \(\omega\tau\gg1\), \(k\simeq\sqrt{i\omega/D}=(1+i)\sqrt{\omega/2D}\), so its magnitude is \(e^{-x\sqrt{\omega/2D}}\). The sum falls more gently because layers nearer the junction still respond.

**Q.** Can I see the same thing with a short flash instead of a sine wave?

**A.** Yes. Start one electron at depth \(x_0\) and leave recombination aside for a moment. The absorbing junction is represented by subtracting an image source at \(-x_0\):

\[
p(x,t)=\frac{e^{-(x-x_0)^2/4Dt}-e^{-(x+x_0)^2/4Dt}}{\sqrt{4\pi Dt}} .
\]

At \(x=0\) each exponential contributes \(x_0/(2Dt)\) times \(e^{-x_0^2/4Dt}\) to the slope. The arrival rate is therefore

\[
D\,p'(0,t)=\frac{x_0}{\sqrt{4\pi Dt^3}}\,e^{-x_0^2/4Dt}.
\]

Recombination at a constant rate multiplies this by the survival probability \(e^{-t/\tau}\). A weakly absorbed flash of \(N\) photons per unit area creates the nearly uniform density \(\alpha N\). Using \(\int_0^\infty x_0e^{-x_0^2/4Dt}dx_0=2Dt\), the current density is

\[
j(t)=q\alpha N\frac{2Dt}{\sqrt{4\pi Dt^3}}e^{-t/\tau}=q\alpha N\sqrt{\frac{D}{\pi t}}\,e^{-t/\tau}.
\]

Treating the density as uniform overstates the current at late times: by about 11% at \(t=\tau\) when \(\alpha L=0.059\), the value in the example below. To obtain the frequency response in the uniform limit, put \(s=1/\tau+i\omega\) and substitute \(t=u^2\):

\[
\int_0^\infty\sqrt{\frac{D}{\pi t}}\,e^{-st}dt=2\sqrt{\frac D\pi}\int_0^\infty e^{-su^2}du=\sqrt{\frac Ds}=L_\omega .
\]

The \(t^{-1/2}\) start of the pulse gives the \(\omega^{-1/2}\) fall. Recombination cuts off the slow tail after about \(\tau\), which gives the flat response below \(1/\tau\). A low-pass filter with one time constant has a purely exponential pulse, whose transform is proportional to \(1/s\) and falls as \(\omega^{-1}\). Diffusion from a uniform source has no single delay: electrons start at every distance from the junction, including very small ones.

**Q.** Where exactly should I look for the corner?

**A.** The inverse lifetime is an angular frequency, so \(\omega\tau=1\) means \(f=1/(2\pi\tau)\). There the weak-absorption amplitude is still \(2^{-1/4}=0.84\) of its low-frequency value. It reaches \(1/\sqrt2\) when \(1+\omega^2\tau^2=4\), at \(\omega\tau=\sqrt3\). The local slope on a log-log plot is

\[
\frac{d\ln|J_1|}{d\ln\omega}=-\frac14\,\frac{2\omega^2\tau^2}{1+\omega^2\tau^2}=-\frac12\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2},
\]

which is \(-1/4\) at \(\omega\tau=1\) and within 1% of \(-1/2\) at \(\omega\tau=10\). If your analyser displays electrical power, the current is squared and the exponent doubles to \(-1\).

**Q.** You insisted on weak absorption and a thick region. What changes if I drop one of them?

**A.** The exponent can survive, but the corner no longer gives the lifetime.

With strong absorption, \(\alpha L\gg1\), electrons are made close to the junction and nearly all are collected. The general formula gives \(J_1\simeq q\Phi_1\) as long as \(\alpha|L_\omega|\gg1\). The amplitude falls gradually as \(|L_\omega|\simeq\sqrt{D/\omega}\) shrinks towards the absorption length \(1/\alpha\). The two lengths are equal at \(\omega=\alpha^2D\), where for very large \(\alpha L\) the amplitude is already down to about 0.54 of its low-frequency value. Well above that frequency, \(J_1\simeq q\Phi_1\alpha L_\omega\) again.

For a thin region, let a contact at \(x=H\) also hold \(n=0\), and let the generation be uniform, \(g=\alpha\Phi_1\). The solution of \(Dn_1''=Dk^2n_1-g\) that vanishes at both ends is

\[
n_1=\frac{g}{Dk^2}\left[1-\frac{\cosh k(x-H/2)}{\cosh(kH/2)}\right],\qquad
J_1=qDn_1'(0)=q\alpha\Phi_1L_\omega\tanh\frac{H}{2L_\omega}.
\]

When \(H\ll|L_\omega|\), \(\tanh z\simeq z\) gives \(J_1=q\alpha\Phi_1H/2\): half the electrons go to each side and frequency drops out. The change comes when \(|L_\omega|\) is comparable with \(H/2\), on the scale \(\omega\sim4D/H^2\). For \(H\ll L\) the amplitude has fallen to \(1/\sqrt2\) of its low-frequency value at about 2.6 times this frequency. Well above that, the hyperbolic tangent tends to one and the square-root law returns.

Compare the amplitudes at \(\omega\tau=10\), each divided by its own low-frequency value. A numerical solution of the continuity equation on a grid gives 0.32 for weak absorption in a thick region, 0.88 for \(\alpha L=10\) in a thick region, and 1.00 for weak absorption with \(H=L/10\).

**Q.** Let us put in numbers for a diode like mine.

**A.** I take rough values for silicon at 300 K and 1060 nm: \(\alpha=10\ \mathrm{cm^{-1}}\), electron mobility 1350 cm²/Vs, \(\tau=1\) µs, acceptor doping \(10^{15}\ \mathrm{cm^{-3}}\) and a 500 µm wafer. The Einstein relation, \(D=\mu k_BT/q\), gives 34.9 cm²/s. Then

\[
L=\sqrt{34.9\times10^{-6}}\ \mathrm{cm}=59\ \mathrm{\mu m},\qquad \alpha L=0.059,\qquad H/L=8.5 .
\]

Both conditions hold. Let the optical power entering the neutral region have a modulation amplitude of 10 µW. Dividing by the photon energy gives \(5.34\times10^{13}\) photons per second, equivalent to 8.55 µA if every photon yielded a collected electron. At low frequency the diffusion current is

\[
8.55\ \mathrm{\mu A}\times\frac{0.0591}{1.0591}=477\ \mathrm{nA}.
\]

The weak-absorption formula, without the denominator, gives 505 nA, which is 6% higher.

The inverse lifetime corresponds to 159 kHz. The \(1/\sqrt2\) point is at 276 kHz in the weak limit and 293 kHz with the full formula. The full value is higher because \(|1+\alpha L_\omega|\) shrinks towards one as frequency rises, which offsets a little of the fall.

At 4 MHz, \(\omega\tau=25.1\), so \(|L_\omega|=59.1/(1+25.1^2)^{1/4}=11.8\) µm. The full formula gives:

| \(f\) (MHz) | \(\lvert L_\omega\rvert\) (µm) | current (nA) | phase |
|---|---|---|---|
| 0.159 | 49.7 | 406 | −21.5° |
| 1 | 23.4 | 197 | −39.6° |
| 4 | 11.8 | 100 | −43.4° |
| 16 | 5.9 | 50 | −44.5° |

Each fourfold step above 1 MHz nearly halves the current. The mean exponents are \(-0.489\) from 1 to 4 MHz and \(-0.497\) from 4 to 16 MHz. A single layer 20 µm deep behaves differently: it delivers 0.29 of its modulation at 4 MHz and 0.09 at 16 MHz, a drop by more than three.

**Q.** My diode also absorbs light in the depletion layer. Does that spoil the law?

**A.** It adds a prompt current, because the field collects those electrons in far less than a modulation period. Suppose the light crosses the depletion layer, of width \(w\), before it enters the neutral region. At a distance \(s\) upstream of the neutral edge the flux is \(\Phi_1e^{\alpha s}\), so

\[
J_{\rm prompt}=q\Phi_1\int_0^w\alpha e^{\alpha s}ds=q\Phi_1(e^{\alpha w}-1)\simeq q\Phi_1\alpha w .
\]

The total is approximately \(q\Phi_1\alpha(w+L_\omega)\). As \(L_\omega\) shrinks, the constant \(w\) takes over.

For a one-sided abrupt junction with 3.7 V across it and relative permittivity 11.7, \(w=\sqrt{2\varepsilon V/(qN_A)}=2.19\) µm, where \(\varepsilon\) is the permittivity and \(N_A\) the doping. The prompt current raises the amplitude by 7.5% at 1 MHz, 14% at 4 MHz and 29% at 16 MHz, relative to diffusion alone. The exponents become \(-0.445\) and \(-0.408\) over the same two intervals. The two lengths are equal at \(\omega\simeq D/w^2\), which is a frequency \(f=\omega/2\pi\) of 116 MHz.

**Q.** Then if I measure a slope of \(-0.5\), have I confirmed diffusion?

**A.** Not by the slope alone. Take a junction 1 mm square. Its capacitance is 47 pF. If the die is no wider than the junction, so that current cannot spread sideways, the undepleted wafer adds 69 Ω to a 50 Ω load, and the RC corner is

\[
f_{RC}=\frac{1}{2\pi\times119\ \Omega\times47.4\ \mathrm{pF}}\simeq28\ \mathrm{MHz}.
\]

The circuit multiplies the amplitude by 0.990 at 4 MHz and 0.869 at 16 MHz. With the depletion current included, the amplitudes are

\[
114.2\times0.990=113\ \mathrm{nA},\qquad 64.9\times0.869=56\ \mathrm{nA}.
\]

Their ratio is again almost exactly one half. In this example the prompt current flattens the curve and the circuit steepens it by nearly equal amounts over that interval. The agreement is accidental and would change with area, load or die size. On a die 2 mm wide or wider, current spreading lowers the wafer resistance to about 40 Ω, the RC corner rises to about 37 MHz, and the ratio becomes about 0.52.

Phase helps. After correcting for the circuit, use \(L_\omega\simeq(1-i)\sqrt{D/2\omega}\) for \(\omega\tau\gg1\). Then

\[
\frac{J_1}{q\Phi_1\alpha}\simeq w+\sqrt{\frac{D}{2\omega}}-i\sqrt{\frac{D}{2\omega}} .
\]

The prompt current is in phase with the light, so it drops out of the quadrature part, which approaches the square-root law as frequency rises. The approach is slow: in this example the quadrature exponent is about \(-0.44\) from 1 to 4 MHz and \(-0.48\) from 4 to 16 MHz. The test also needs a well-known circuit, whose own lag is about 30° at 16 MHz. Correcting with an RC corner 20% too low or 25% too high turns \(-0.48\) into \(-0.53\) or \(-0.45\).

**Q.** How close is this model to a real silicon diode, and what else could move the numbers?

**A.** The absorption, mobility and doping are plausible for a lightly doped silicon wafer at this wavelength. The lifetime is short for clean material, where it can be far longer. With \(\tau=100\) µs and all else fixed, \(L\) would be ten times larger, 591 µm, and exceed the wafer thickness. The thick-region assumption would fail. With a collecting back contact, the thickness scale \(4D/H^2\) corresponds to about 9 kHz, whereas \(1/(2\pi\tau)\) would be 1.6 kHz, and the \(1/\sqrt2\) point lies near 26 kHz. Reading it as \(\omega\tau=\sqrt3\) would give about 10 µs instead of 100 µs. A back surface that reflects electrons, as a heavily doped p-type back layer roughly does, puts the point near 8 kHz, and the inferred lifetime is about 34 µs.

In the example itself the finite wafer changes the low-frequency current by about 0.03%. Light returning from the back matters more for the level. A perfect back mirror, with one return pass, raises the low-frequency current by 41% but lowers the ratio of the 4 MHz to the low-frequency amplitude by only 2.8%. The returning light is also nearly uniform over a diffusion length. Both results come from the grid solution. Heating can increase absorption near the band edge; doubling \(\alpha\) with \(D\) and \(\tau\) fixed raises the same ratio by 4.7%.

A 0.3 µm emitter in front of the junction could add at most its own thickness to the collection depth, which is 5% of \(|L_\omega|\) at 16 MHz. For full modulation and a spot 0.5 mm square, the excess density stays below \(4.3\times10^{11}\ \mathrm{cm^{-3}}\), less than a thousandth of the doping. Drift in the ohmic field of the photocurrent covers about a thousandth of \(L\) in one lifetime. The peak junction field is 0.034 MV/cm, about a tenth of a rough breakdown field.

**Q.** Could I remove the slow current by depleting the whole wafer?

**A.** Yes, provided the doping is low enough. At fixed doping the required voltage grows as the square of the depleted width. Here it would be \(3.7\times(500/2.19)^2\) V, about 190 kV, which is impossible in practice. At \(10^{12}\ \mathrm{cm^{-3}}\) the same width needs about 190 V, since the voltage is proportional to doping. At that voltage the field just vanishes at the back of the wafer, so a somewhat higher one is needed in practice. Drift then replaces diffusion throughout the absorbing region, and the transit time sets the limit. At 250 to 400 V, electrons need roughly 7 to 14 ns and holes 19 to 35 ns to cross the full wafer, the spread covering the voltage range and the model used for velocity saturation. With the 1 mm junction and 50 Ω load used above, the circuit is much faster than that.
